# The 6j Tetrahedron, the K3,3 Graph and the 9j Expansion

**Conventions for all parts.** Angular momenta are in units of $\hbar$, and all symbols are dimensionless. A 3j symbol is written on one line,

$$(a\,b\,c;\,m_a,m_b,m_c)\equiv\begin{pmatrix}a&b&c\\m_a&m_b&m_c\end{pmatrix}.$$

It is real and vanishes unless $m_a+m_b+m_c=0$, $a+b+c$ is an integer and $a,b,c$ satisfy the triangle inequalities; such a triple is an allowed triad. Cyclic permutations of its columns leave it unchanged. An odd permutation, or reversal of all three $m$'s, multiplies it by $(-1)^{a+b+c}$. Its orthogonality relation is

$$\sum_{m_am_b}(a\,b\,x;m_a,m_b,\xi)(a\,b\,x';m_a,m_b,\xi')=\frac{\delta_{xx'}\delta_{\xi\xi'}}{2x+1}.$$

In labels, $k$ stands for $j_k$, so $(147)$ is the vertex joining $j_1,j_4,j_7$.

In a diagram, a vertex is a 3j symbol with its lines read anticlockwise. A line $j$ with an arrow puts $m$ in the vertex at its tail and $-m$ in the vertex at its head, with the factor $(-1)^{j-m}$ and a sum over $m$.

## Part (a): drawing rules

**Question.** What happens to a closed diagram when (i) one arrow is reversed, (ii) the cyclic order at one vertex is reversed, (iii) all three arrows at one vertex are reversed?

**Answer.** (i) Reversal exchanges $m$ and $-m$ between the two ends. Renaming $m\to-m$ restores the arguments of the 3j symbols and turns the phase into

$$(-1)^{j+m}=(-1)^{2j}(-1)^{-(j-m)}=(-1)^{2j}(-1)^{j-m},$$

because $j-m$ is an integer. The diagram acquires $(-1)^{2j}$.

(ii) Reversing the order is an odd permutation, so the factor is $(-1)^{a+b+c}$.

(iii) By (i) the factor is $(-1)^{2(a+b+c)}=1$, since $a+b+c$ is an integer.

## Part (b): the 6j symbol

**Question.** The 6j symbol is defined by

$$\begin{aligned}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum_{\text{all }m}&(-1)^{\sum_{k=1}^6(j_k-m_k)}(123;-m_1,-m_2,-m_3)\\
&\times(156;m_1,-m_5,m_6)(426;m_4,m_2,-m_6)\\
&\times(453;-m_4,m_5,m_3).
\end{aligned}$$

Draw it, with arrows. Does the direction of the arrows matter?

**Answer.** Put $(123)$ at the centre of a circle. Put $(156)$, $(426)$ and $(453)$ on the circle at $90^\circ$, $210^\circ$ and $330^\circ$. Spokes 1, 2 and 3 join them, in that order, to the centre. The rim lines are

$$6:(156)\to(426),\qquad 4:(426)\to(453),\qquad 5:(453)\to(156).$$

A minus sign in the definition marks a head. Hence the spokes point inward and the rim arrows run anticlockwise. At the top vertex the lines leave towards the lower left (6), straight down (1) and the lower right (5). This is their anticlockwise order, and $(615)=(156)$. Turning the page by $120^\circ$ checks the other two rim vertices.

The figure has four vertices, each joined to the other three: it is a tetrahedron seen from above one corner. Triads are vertices here; in the dual picture they are faces.

Reversing the three spokes changes nothing, by (a)(iii). Reversing the three rim arrows gives $(-1)^{2(j_4+j_5+j_6)}$, which is $-1$ when, for example, $j_4=j_5=j_6=\tfrac12$. The rim direction is therefore part of the definition.

The $120^\circ$ turn also shows that a cyclic permutation of the columns leaves the 6j symbol unchanged.

## Part (c): the 9j symbol

**Question.** For an array $j_1,\dots,j_9$ read by rows, with all six row and column triads allowed, define

$$\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\\j_7&j_8&j_9\end{Bmatrix}=\sum_{\text{all }m}(123)(456)(789)(147)(258)(369),$$

where each $m_k$ enters with the same sign in both symbols containing $j_k$. Draw it. Can the drawing be made planar? Can cutting three lines split it into smaller symbols?

**Answer.** Call the row vertices $R_1,R_2,R_3$ and the column vertices $C_1,C_2,C_3$. Each line joins the row and the column of its entry, so every $R$ is joined to every $C$. This is the graph $K_{3,3}$.

Place $R_1,C_1,R_2,C_2,R_3,C_3$ anticlockwise on a hexagon. The sides, starting from $R_1C_1$, are lines 1, 4, 5, 8, 9, 3. The diagonals are 2 ($R_1C_2$), 7 ($C_1R_3$) and 6 ($R_2C_3$); they cross at the centre without meeting. At each corner the anticlockwise order is next side, diagonal, previous side. At $R_1$ this is $(123)$ and at $C_1$ it is $(471)=(147)$; the other corners follow in the same way.

Direct every arrow from row to column. The column symbols then contain $-m$. Restoring $+m$ in all three gives $(-1)^{\sum_k j_k}$. The arrows give $(-1)^{\sum_k(j_k-m_k)}=(-1)^{\sum_kj_k}$, because the $m$'s in each row add to zero. The product is $(-1)^{2\sum_k j_k}=1$, since $\sum_kj_k$ is a sum of three integer row sums. The directed graph thus equals the definition.

*Planarity.* A planar drawing would obey Euler's relation $V-E+F=2$. With $V=6$ and $E=9$ this requires $F=5$. Lines join rows only to columns, so each closed path has even length, and two vertices share at most one line. Each face therefore has at least four sides. Each line borders two faces, so $4F\le2E$, or $20\le18$, which is false. The graph is nonplanar.

*Cuts.* A group of $r$ row and $c$ column vertices has $3(r+c)$ line ends, of which $2rc$ belong to internal lines. It is joined to the rest by $3(r+c)-2rc$ lines. For groups of two or three vertices this is

$$(r,c)=(1,1):4,\quad(2,0):6,\quad(2,1):5,\quad(3,0):9,$$

and the same with $r$ and $c$ exchanged. Larger groups are complements of these or of a single vertex. A three-line cut thus removes a single vertex and cannot produce smaller symbols. The cheapest useful cut has four lines and isolates two joined vertices, a piece shaped like an H.

*Meaning.* Since $\sum_m(abc)^2=1$, the product of the three row symbols is a normalized, rotation-invariant state of nine angular momenta, and so is the product of the column symbols. The 9j symbol is their overlap, so its magnitude cannot exceed 1.

## Part (d): recoupling one H

**Question.** Consider the H with bar $j_7$,

$$H_7(m_1,m_4,m_8,m_9)=\sum_{m_7}(147;m_1,m_4,m_7)(789;m_7,m_8,m_9).$$

Use the pair tensors

$$T^x_\xi(a,b)=(-1)^{b-m_b}(a\,b\,x;m_a,-m_b,\xi)$$

to recouple it so that $j_1$ is paired with $j_9$ and $j_8$ with $j_4$. Find the coefficient, including its sign.

**Answer.** *Orthogonality and completeness.* In a product of two $T$'s with the same $a,b$, the phase is $(-1)^{2(b-m_b)}=1$. Renaming $m_b\to-m_b$ then gives

$$\sum_{m_am_b}T^x_\xi(a,b)\,T^{x'}_{\xi'}(a,b)=\frac{\delta_{xx'}\delta_{\xi\xi'}}{2x+1}.$$

The vectors $\sqrt{2x+1}\,T^x_\xi$ are thus orthonormal. Their number is $\sum_{x=|a-b|}^{a+b}(2x+1)=(2a+1)(2b+1)$, the dimension of the pair space, so they form a complete basis:

$$\sum_{x\xi}(2x+1)T^x_\xi(m_a,m_b)T^x_\xi(m_a',m_b')=\delta_{m_am_a'}\delta_{m_bm_b'}.$$

*Expansion.* Applying completeness to the pairs $(1,9)$ and $(8,4)$ gives

$$H_7=\sum_{xx'\xi\xi'}(2x+1)(2x'+1)K^{xx'}_{\xi\xi'}\,T^x_\xi(1,9)T^{x'}_{\xi'}(8,4),$$

$$K^{xx'}_{\xi\xi'}=\sum_{m_1m_4m_8m_9}T^x_\xi(1,9)T^{x'}_{\xi'}(8,4)H_7.$$

*Rotational invariance.* A 3j symbol is unchanged when a rotation matrix $D$ acts on all its indices or, being real, when $D^*$ does. Take $D$ for $(147)$ and $D^*$ for $(789)$. They cancel in the sum over $m_7$ because $D$ is unitary. Hence $H_7$ is invariant under $D$ on indices 1, 4 and $D^*$ on 8, 9.

The factor $(-1)^{b-m_b}$ with $m_b\to-m_b$ turns an index transforming with $D$ into one transforming with $D^*$. Thus $T^x_\xi(1,9)$ is invariant under $D^*$ on 1, $D$ on 9 and $D^*$ on $\xi$. Similarly, $T^{x'}_{\xi'}(8,4)$ is invariant under $D$ on 8, $D^*$ on 4 and $D$ on $\xi'$. Every summed index in $K$ pairs a $D$ with a $D^*$, which cancel. What remains is

$$D^{x*}K\,(D^{x'})^{T}=K\quad\Longrightarrow\quad D^{x*}K=K\,D^{x'*}.$$

By Schur's lemma $K$ vanishes for $x\ne x'$ and is a multiple of the unit matrix for $x=x'$. With $a_x=\sum_\xi K^{xx}_{\xi\xi}$ we have $K^{xx'}_{\xi\xi'}=\delta_{xx'}\delta_{\xi\xi'}a_x/(2x+1)$, and

$$H_7=\sum_x(2x+1)\,a_x\sum_\xi T^x_\xi(1,9)\,T^x_\xi(8,4).$$

*The coefficient.* Written out, $a_x$ is a closed diagram with four vertices:

$$\begin{aligned}a_x=\sum&(-1)^{j_9-m_9+j_4-m_4}(19x;m_1,-m_9,\xi)(84x;m_8,-m_4,\xi)\\&\times(147;m_1,m_4,m_7)(789;m_7,m_8,m_9).\end{aligned}$$

Reverse the three $m$'s in the second symbol, which costs $(-1)^{j_8+j_4+x}$, and then rename $m_8\to-m_8$:

$$\begin{aligned}a_x=\sum&(-1)^{P}(19x;m_1,-m_9,\xi)(84x;m_8,m_4,-\xi)\\&\times(147;m_1,m_4,m_7)(897;-m_8,m_9,m_7),\end{aligned}$$

$$P=j_9-m_9+2j_4-m_4+j_8+x.$$

Compare this with the tetrahedron of part (b) for $\begin{Bmatrix}j_1&j_4&j_7\\j_8&j_9&x\end{Bmatrix}$. Its central vertex is $(147;-m_1,-m_4,-m_7)$. Reversing these $m$'s gives $(-1)^{j_1+j_4+j_7}$. The spokes give the same sign because $m_1+m_4+m_7=0$, so the two cancel. The product of 3j symbols is now the one above, and the remaining phase exponent is

$$Q=j_8-m_8+j_9-m_9+x-\xi.$$

The difference is $P-Q=2j_4-m_4+m_8+\xi$. The vertex $(84x)$ requires $m_8=\xi-m_4$, so

$$P-Q=2(j_4-m_4)+2\xi.$$

The first term is even, and $(-1)^{2\xi}=(-1)^{2x}$. Therefore

$$a_x=(-1)^{2x}\begin{Bmatrix}j_1&j_4&j_7\\j_8&j_9&x\end{Bmatrix}.$$

## Part (e): joining the pieces

**Question.** Cut $K_{3,3}$ into H pieces with bars $j_7,j_5,j_3$, and hence express the 9j symbol through 6j symbols. Which values of $x$ contribute, and when does the phase matter?

**Answer.** The other two pieces are

$$H_5=\sum_{m_5}(456)(258),\qquad H_3=\sum_{m_3}(123)(369).$$

The relabelling $1\to8,\ 9\to4,\ 8\to6,\ 4\to2,\ 7\to5$ takes $(147)$ to $(825)=(258)$ and $(789)$ to $(564)=(456)$. It turns $H_7$ into $H_5$ without a sign, and part (d) gives

$$H_5=\sum_x(2x+1)b_x\sum_\xi T^x_\xi(8,4)T^x_\xi(6,2),$$

$$b_x=(-1)^{2x}\begin{Bmatrix}j_8&j_2&j_5\\j_6&j_4&x\end{Bmatrix}=(-1)^{2x}\begin{Bmatrix}j_2&j_5&j_8\\j_4&x&j_6\end{Bmatrix}.$$

The relabelling $1\to6,\ 9\to2,\ 8\to1,\ 4\to9,\ 7\to3$ takes $(147)$ to $(693)=(369)$ and $(789)$ to $(312)=(123)$. Hence

$$H_3=\sum_x(2x+1)c_x\sum_\xi T^x_\xi(6,2)T^x_\xi(1,9),$$

$$c_x=(-1)^{2x}\begin{Bmatrix}j_6&j_9&j_3\\j_1&j_2&x\end{Bmatrix}=(-1)^{2x}\begin{Bmatrix}j_3&j_6&j_9\\x&j_1&j_2\end{Bmatrix}.$$

Both rearrangements are cyclic permutations of columns.

The 9j symbol is the sum of $H_7H_5H_3$ over $m_1,m_2,m_4,m_6,m_8,m_9$. Each pair tensor now occurs twice. Graphically, the three recoupled pieces form a ring of $x$ lines interrupted by three bubbles, whose line pairs are $(1,9)$, $(8,4)$ and $(6,2)$. Orthogonality replaces each bubble by $1/(2x+1)$ and forces the same $x$ and $\xi$ all round the ring:

$$\{9j\}=\sum_x(2x+1)^3a_xb_xc_x\,\frac{1}{(2x+1)^3}\sum_\xi1=\sum_x(2x+1)\,a_xb_xc_x.$$

Each tetrahedron supplies one sign, and $(-1)^{6x}=(-1)^{2x}$. The result is

$$\boxed{\begin{aligned}
\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\\j_7&j_8&j_9\end{Bmatrix}=\sum_x&(-1)^{2x}(2x+1)\begin{Bmatrix}j_1&j_4&j_7\\j_8&j_9&x\end{Bmatrix}\\&\times\begin{Bmatrix}j_2&j_5&j_8\\j_4&x&j_6\end{Bmatrix}\begin{Bmatrix}j_3&j_6&j_9\\x&j_1&j_2\end{Bmatrix}.
\end{aligned}}$$

Only values of $x$ common to the couplings of $j_1$ with $j_9$, $j_4$ with $j_8$, and $j_2$ with $j_6$ can contribute. A term in this range may still vanish, because a 6j symbol can be zero even when all its triads are allowed. Adding the integers $j_1+j_4+j_7$ and $j_7+j_8+j_9$ shows that $(j_1+j_9)+(j_4+j_8)$ is an integer, so the first two couplings are both integer or both half-integer. The triads $(456)$ and $(258)$ link the second coupling to the third in the same way. The phase is thus common to all terms and equals $(-1)^{2(j_1+j_9)}$. Omitting it is harmless for integer $x$ and reverses the sign of the result for half-integer $x$.

If $j_9=0$, the only possible value is $x=j_1$, and the sum reduces to one term.

## Part (f): a numerical case

**Question.** Evaluate the 9j symbol with rows $(\tfrac32,\tfrac32,2)$, $(\tfrac32,\tfrac12,1)$, $(1,1,2)$.

**Answer.** The pair $(j_1,j_9)=(\tfrac32,2)$ allows $x=\tfrac12,\dots,\tfrac72$. The pairs $(j_4,j_8)$ and $(j_2,j_6)$ are both $(\tfrac32,1)$ and allow $x=\tfrac12,\tfrac32,\tfrac52$. Three terms remain, each with phase $-1$. With the 6j symbols in the order of the formula,

$$\begin{aligned}
x=\tfrac12:&\quad-2(0.091287)(-0.083333)(-0.158114)=-0.002406,\\
x=\tfrac32:&\quad-4(-0.163299)(0.166667)(0.141421)=+0.015396,\\
x=\tfrac52:&\quad-6(0.187083)(-0.250000)(0.108012)=+0.030311.
\end{aligned}$$

The sum is $0.043301$, in exact form $\sqrt3/40$. The direct sum of six 3j symbols over all magnetic quantum numbers gives the same value. Without the phase the expansion would give $-0.043301$. The numerical check also compares each recoupled H with its definition, component by component, and tests the expansion on other allowed arrays.

## Numbers as computed

```
All numbers are dimensionless.
Faces of the tetrahedron drawing: 4
Most faces over all 64 cyclic orders of K3,3: 3
V-E+F for that K3,3 drawing: 0
Fewest lines cut, two or more vertices each side: 4
Example array row 1 : 3/2  3/2  2
Example array row 2 : 3/2  1/2  1
Example array row 3 : 1  1  2
x = 1/2: phase (-1)^(2x) = -1, 2x+1 = 2
  6j (1 4 7; 8 9 x) = 0.09128709
  6j (2 5 8; 4 x 6) = -0.08333333
  6j (3 6 9; x 1 2) = -0.15811388
  signed term = -0.00240563, running sum = -0.00240563
x = 3/2: phase (-1)^(2x) = -1, 2x+1 = 4
  6j (1 4 7; 8 9 x) = -0.16329932
  6j (2 5 8; 4 x 6) = 0.16666667
  6j (3 6 9; x 1 2) = 0.14142136
  signed term = 0.01539601, running sum = 0.01299038
x = 5/2: phase (-1)^(2x) = -1, 2x+1 = 6
  6j (1 4 7; 8 9 x) = 0.18708287
  6j (2 5 8; 4 x 6) = -0.25000000
  6j (3 6 9; x 1 2) = 0.10801234
  signed term = 0.03031089, running sum = 0.04330127
9j from three-6j expansion = 0.0433012702
9j from direct sum over m  = 0.0433012702
9j in exact form = sqrt(3)/40
Expansion without the phase = -0.0433012702
Arrays tested: 40
Nonzero arrays with half-integer x: 18
Largest 6j graph error below 1e-11: True
Largest H recoupling error below 1e-11: True
Largest 9j expansion error below 1e-11: True
```
